# Why Fixed-Charge Site Response Matrices Have No Inverse, part 1

(Sections cited here and not found follow in the second part.)

## 1. The uniform null vector and what survives it

The form of the answer follows from a symmetry. Divide the electrons of a cell among $M$ sites and raise the potential on every site by the same energy $c$. Every electron then gains the energy $c$, and nothing moves. If $E(\alpha)$ is the ground-state energy of $N$ electrons with site potentials $\alpha=(\alpha_1,\dots,\alpha_M)$, and $\mathbf 1$ is the column of $M$ ones,

$$E(\alpha+c\mathbf 1)=E(\alpha)+cN. \tag{1}$$

Populations can therefore respond only to differences of site potentials. Conversely, populations can identify the potentials only up to a constant. A Hubbard parameter obtained by inverting a response matrix is an energy per electron squared, and its dimension is right whatever constant is chosen. Symmetry, not dimension, limits what the inversion can determine: it can give the cost of moving charge between sites, but not the cost of adding charge to one site with no source named.

**Assumptions and populations.** Let $P_I$ be the projector on site $I$. The projectors are orthogonal, $P_IP_J=\delta_{IJ}P_I$, and they partition the one-electron space of the calculation:

$$\sum_{I=1}^{M}P_I=1 . \tag{2}$$

The site potentials enter the one-electron Hamiltonian as $V=\sum_I\alpha_IP_I$. By (2), $\alpha=c\mathbf 1$ gives $V=c$, which is the premise of (1). The population $n_I$ counts both spins. The number $N=\sum_In_I$ is fixed, and the ground state is a closed shell with a gap, stable against small changes of charge. Temperature is zero unless a value of $kT$ is stated.

In a density functional calculation, $E(\alpha)$ is the minimum over density matrices of a functional independent of $\alpha$, plus $\sum_I\alpha_In_I$. At the minimum, a first-order change of the density matrix does not change the energy. Only the explicit dependence on $\alpha$ contributes to the first derivative:

$$\frac{\partial E}{\partial\alpha_I}=n_I,\qquad
\chi_{IJ}\equiv\frac{\partial n_I}{\partial\alpha_J}
=\frac{\partial^2E}{\partial\alpha_I\partial\alpha_J}. \tag{3}$$

The response matrix $\chi$ is therefore symmetric. Its diagonal is negative or zero, because raising the potential on a site does not attract electrons to it. More generally, a minimum over functions linear in $\alpha$ is a concave function of $\alpha$, so $\alpha^T\chi\alpha\le0$ for every $\alpha$.

Differentiate (1) with respect to $c$ at $c=0$. The result is $\sum_I\partial E/\partial\alpha_I=N$. Differentiating this with respect to $\alpha_J$, with $N$ fixed, gives $\sum_I\chi_{IJ}=0$. The symmetry of $\chi$ then gives the same result for its rows:

$$\mathbf 1^T\chi=0,\qquad \chi\mathbf 1=0. \tag{4}$$

The first equality states that the electrons leaving one site arrive on others. The second states that a uniform potential moves none. If $\chi^{-1}$ existed, multiplying the second equality by it would give $\mathbf 1=0$. Hence there is no inverse.

The derivation uses no particular exchange-correlation functional. In a meta-GGA the Kohn-Sham potential contains a differential operator, because the energy depends on the kinetic-energy density. Adding a constant to the Hamiltonian still leaves the orbitals unchanged, so (4) holds there as well.

**The bare response.** The linear-response construction of a Hubbard parameter compares $\chi$ with a bare response $\chi^0$, for which the Kohn-Sham potential is frozen while $\alpha$ acts. Let $i$ label occupied and $a$ empty real orbitals, with energies $\varepsilon_i<\varepsilon_a$. To first order, the part of the change of orbital $i$ that lies in the empty space is

$$|\delta i\rangle=-\sum_a|a\rangle
\frac{\langle a|V|i\rangle}{\varepsilon_a-\varepsilon_i}. \tag{5}$$

Mixing among occupied orbitals leaves their joint density matrix unchanged and may be dropped. The population is $n_I=2\sum_i\langle i|P_I|i\rangle$, where the 2 counts spins. Its change is $\delta n_I=4\sum_i\langle i|P_I|\delta i\rangle$, where the further factor 2 comes from varying the bra and the ket. Inserting (5) and reading off the coefficient of $\alpha_J$ gives

$$\chi^0_{IJ}=-4\sum_{ia}
\frac{\langle i|P_I|a\rangle\langle a|P_J|i\rangle}
{\varepsilon_a-\varepsilon_i}. \tag{6}$$

Summing (6) over $J$ replaces $P_J$ by 1, and $\langle a|i\rangle=0$. The bare matrix therefore has the same uniform null vector.

**How many null vectors?** The uniform vector need not be the only one. Multiplying (6) by $\alpha_I\alpha_J$ and summing gives

$$\alpha^T\chi^0\alpha=-4\sum_{ia}
\frac{|\langle a|V|i\rangle|^2}{\varepsilon_a-\varepsilon_i}. \tag{7}$$

All denominators are positive. If $\chi^0\alpha=0$, the left side vanishes, so every $\langle a|V|i\rangle$ must vanish. If they all vanish, (6) gives $\chi^0\alpha=0$. The null vectors are thus the potentials that do not couple occupied to empty orbitals. With $\rho=\sum_i|i\rangle\langle i|$, the condition is $V\rho-\rho V=0$. Place $P_I$ on the left and $P_J$ on the right, and use $P_IV=\alpha_IP_I$ and $VP_J=\alpha_JP_J$:

$$(\alpha_I-\alpha_J)\,P_I\rho P_J=0
\quad\text{for all }I,J. \tag{8}$$

Draw a link between two sites whenever $P_I\rho P_J\ne0$. Equation (8) makes $\alpha$ equal at the two ends of each link, and hence constant on each connected piece of the graph. Each piece can carry its own constant, so the number of independent null vectors equals the number of connected pieces.

A four-site chain shows the difference. Its levels are 0, 1.5, 0.4 and 1.1 eV, neighbours are coupled by a hopping of $-1$ eV, and four noninteracting electrons fill the two lowest orbitals. Diagonalizing the Hamiltonian and evaluating (6) gives one null vector. Setting the middle hopping to zero gives two, because each half then holds a fixed pair of electrons. Two molecules far apart in one cell are in the same position: removing only the uniform vector is not enough for them.

**Adding the interaction.** Suppose that the mean field depends on the electrons only through the site populations. A change $\delta n$ then alters the site potentials by $K\delta n$, where the symmetric matrix $K$ contains the Hartree and exchange-correlation interactions. The total potential acts through the bare response:

$$\delta n=\chi^0(\alpha+K\delta n),\qquad
\chi=\chi^0+\chi^0K\chi. \tag{9}$$

The second form follows from $\delta n=\chi\alpha$ for arbitrary $\alpha$. It can be written $(1-\chi^0K)\chi=\chi^0$. Stability requires $1-\chi^0K$ to be invertible; otherwise a change of population could sustain itself without an applied potential. If $\chi\alpha=0$, this equation gives $\chi^0\alpha=0$. If $\chi^0\alpha=0$, multiplication by the inverse of $1-\chi^0K$ gives $\chi\alpha=0$. The two matrices share all their null vectors, so the interaction does not remove the singularity.

From here on the graph is taken to be connected. The projector on neutral patterns, those whose elements sum to zero, is

$$Q=1-\frac{\mathbf 1\mathbf 1^T}{M}. \tag{10}$$

Let $\chi^+$ be the pseudo-inverse: it inverts $\chi$ among neutral patterns and gives zero on $\mathbf 1$. Thus $\chi\chi^+=\chi^+\chi=Q$ and $Q\chi^+=\chi^+Q=\chi^+$, with the same relations for $\chi^0$. Multiply (9) by $(\chi^0)^+$ from the left and by $\chi^+$ from the right. The term on the left becomes $(\chi^0)^+Q=(\chi^0)^+$. The first term on the right becomes $Q\chi^+=\chi^+$, and the second becomes $QKQ$. Therefore

$$A\equiv(\chi^0)^+-\chi^+=QKQ. \tag{11}$$

This replaces the formal expression $(\chi^0)^{-1}-\chi^{-1}=K$. In a real density functional, the induced potential also varies within a site, and (9) does not close in the populations. The left side of (11) is still computable, and it then defines an effective interaction for neutral transfers.

**What has been lost.** Let $r_I$ be the mean of row $I$ of $K$, and $k$ the mean of all its elements. Multiplying out (10) and (11) gives

$$A_{IJ}=K_{IJ}-r_I-r_J+k. \tag{12}$$

Any replacement

$$K_{IJ}\to K_{IJ}+a_I+a_J \tag{13}$$

leaves $A$ unchanged, because $Q\mathbf 1=0$. Conversely, suppose that two symmetric interactions give the same $A$. Apply (12) to their difference $D$, with row means $d_I$ and total mean $d$. It gives $D_{IJ}=d_I+d_J-d$, which has the form (13) with $a_I=d_I-d/2$. Equation (13) therefore describes the whole ambiguity. An on-site element changes by $2a_I$, and $a_I$ can be chosen freely for each site. No on-site element is determined by itself.

For a neutral pattern $t$, with $\sum_It_I=0$, the combination $t^TKt$ is determined. The terms added by (13) contribute $2(\sum_It_Ia_I)(\sum_Jt_J)=0$. For one electron moved from site $J$ to site $I$,

$$t^TKt=K_{II}+K_{JJ}-2K_{IJ}. \tag{14}$$

This is the interaction part of the energy curvature for the transfer.

The four-site chain with a known interaction makes the loss visible. Take $K_{IJ}=3/(1+|I-J|)$ eV, a site field $K(n-\mathbf 1)$ and thermal occupations at $kT=0.30$ eV. The thermal case obeys (4) for the same reason as before, with the free energy in place of $E$. The populations were solved self-consistently at fixed $N=4$ and differentiated by central differences; the bare response used the frozen field. The first row of $K$ is $(3.000,1.500,1.000,0.750)$ eV. The first row of $A$ comes out as $(1.531,-0.156,-0.656,-0.719)$ eV. Equation (12) explains its first element: $r_1=1.5625$ eV and $k=1.6563$ eV, so $3-2(1.5625)+1.6563=1.531$ eV. In this example the pseudo-inverse returns about half of the true on-site value, although the interaction is the same.

**A two-site limit.** With two sites, the algebra reduces to one number. Let the levels differ by $\Delta$ and the hopping be $-\tau$, and define $R=\sqrt{\Delta^2/4+\tau^2}$. The lower orbital holds two electrons. The population of the upper level's site is $n_1=1-\Delta/(2R)$. Since $dR/d\Delta=\Delta/(4R)$,

$$b\equiv-\frac{dn_1}{d\Delta}
=\frac{1}{2R}-\frac{\Delta^2}{8R^3}
=\frac{\tau^2}{2R^3}. \tag{15}$$

The bare matrix is $-b$ on the diagonal and $+b$ off it. With the interaction, $\delta n_1=-b(\alpha_1-\alpha_2+\kappa\,\delta n_1)$, where $\kappa=K_{11}+K_{22}-2K_{12}$. Solving for $\delta n_1$ replaces $b$ by $b/(1+b\kappa)$. The difference of inverse responses is $-1/b+(1+b\kappa)/b=\kappa$. Only this combination appears. For $\Delta\ne0$ and $\tau\to0$, $b$ vanishes, the graph splits and a second null vector appears.

**Regularization.** One remedy adds a multiple of $\mathbf 1\mathbf 1^T$ to the response. On the normalized vector $\mathbf 1/\sqrt M$, the matrix $\eta\mathbf 1\mathbf 1^T$ has eigenvalue $\eta M$. On neutral patterns it gives zero. The two parts can be inverted separately:

$$(\chi+\eta\mathbf 1\mathbf 1^T)^{-1}
=\chi^++\frac{\mathbf 1\mathbf 1^T}{\eta M^2}. \tag{16}$$

If the same $\eta$ is added to both response matrices, the last term cancels and $A$ results. If $\eta_0$ is used for the bare matrix and $\eta$ for the screened one, every element of $A$ is shifted by

$$s=\frac{1}{M^2}\left(\frac1{\eta_0}-\frac1\eta\right). \tag{17}$$

This shift comes from the regularizers, not from the interaction. It does not affect $t^TAt$ for neutral $t$.

**A small counting error.** An unregularized numerical inverse may appear to exist because the populations do not sum quite correctly. Let the error be $\epsilon$ in one diagonal element, so that $\chi'=\chi+\epsilon e_Je_J^T$, where $e_J$ is the unit vector of site $J$. Equation (4) gives $\chi'\mathbf 1=\epsilon e_J$, and hence

$$\chi'^{-1}e_J=\mathbf 1/\epsilon. \tag{18}$$

The inverse exists: if $\chi'\alpha=0$, multiplication by $\mathbf 1^T$ gives $\alpha_J=0$; then $\chi\alpha=0$, so $\alpha$ is uniform and must vanish. But its column $J$ contains nothing except the error. An error of $10^{-4}$ electrons per eV produces elements of $10^4$ eV.

At fixed charge the bare and screened response matrices are both singular, and for a connected set of sites they determine the interaction only for neutral transfers, not any on-site element by itself. It remains to see what grounding a site, projecting only some sites or attaching an electron reservoir does to the result, and how much the choice of convention matters in a lithium fluoride ring.
